# Ambipolar Diffusion of Electrons and Holes and Its High-Injection Limit: test program

```python
"""Ambipolar diffusion of quasi-neutral electrons and holes.

Result under test:
  D_a  = (mu_n n D_p + mu_p p D_n)/(mu_n n + mu_p p)
  mu_a = mu_n mu_p (n - p)/(mu_n n + mu_p p)
and, with D = mu kT/q, the high-injection limit 2 D_n D_p/(D_n + D_p).
n, p: electron and hole densities; mu_n, mu_p: mobilities;
D_n, D_p: diffusion coefficients. Lengths are in cm, times in s, fields in V/cm.
The reference calculations keep Poisson's equation and do not assume neutrality.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def ambipolar_D(n, p, mu_n, mu_p, D_n, D_p):
    return (mu_n*n*D_p + mu_p*p*D_n)/(mu_n*n + mu_p*p)


def ambipolar_mu(n, p, mu_n, mu_p):
    return mu_n*mu_p*(n - p)/(mu_n*n + mu_p*p)


# ---- Symbolic test: divergence of the hole flux at fixed total current ----
x = sp.symbols("x", real=True)
a, b, A, B, n_eq, p_eq, V, s, N = sp.symbols("a b A B n_eq p_eq V s N", positive=True)
J, E = sp.symbols("J E", real=True)      # J is total current divided by q
d = sp.Function("d")(x)                  # common excess density
ns, ps = n_eq + d, p_eq + d
electron_current = a*ns*E + A*sp.diff(d, x)
hole_current = b*ps*E - B*sp.diff(d, x)
E_solution = sp.solve(sp.Eq(electron_current + hole_current, J), E)[0]
hole_flux = hole_current.subs(E, E_solution)
transport = (ambipolar_D(ns, ps, a, b, A, B)*sp.diff(d, x, 2)
             - ambipolar_mu(ns, ps, a, b)*E_solution*sp.diff(d, x))
assert sp.simplify(-sp.diff(hole_flux, x) - transport) == 0
zero_current_flux = hole_flux.subs(J, 0)
assert sp.simplify(zero_current_flux
                   + ambipolar_D(ns, ps, a, b, A, B)*sp.diff(d, x)) == 0

# ---- Symbolic test: high- and low-injection limits for donor density N ----
D_sym = sp.factor(ambipolar_D(N + s, s, a, b, V*a, V*b))
limit_sym = 2*(V*a)*(V*b)/(V*a + V*b)
assert sp.simplify(sp.limit(D_sym, s, sp.oo) - limit_sym) == 0
assert sp.simplify(D_sym.subs(s, 0) - V*b) == 0
first_order = sp.limit(sp.factor(s*(D_sym/limit_sym - 1)), s, sp.oo)
assert sp.simplify(first_order + N*(a - b)/(2*(a + b))) == 0

# ---- Model parameters ----
q = const.e
T = 300.0
thermal_voltage = const.k*T/q
mu_n, mu_p = 1200.0, 400.0
D_n, D_p = mu_n*thermal_voltage, mu_p*thermal_voltage
donors, n_i = 1e15, 1e10
eps_r = 12.0
eps = eps_r*const.epsilon_0/100.0        # F/cm
lifetime = 1e-5
n0 = donors/2 + np.sqrt(donors**2/4 + n_i**2)
p0 = n_i**2/n0
D_high = 2*D_n*D_p/(D_n + D_p)


def D_at(excess):
    return ambipolar_D(n0 + excess, p0 + excess, mu_n, mu_p, D_n, D_p)


# ---- Linearized electron-hole-Poisson system for a ripple exp(ikx) ----
def slow_rate(n, p, k, field, Dn, Dp, recombination):
    an, ap = q*mu_n*n/eps, q*mu_p*p/eps
    matrix = np.array([
        [-Dn*k**2 - an + 1j*k*mu_n*field, an - recombination],
        [ap, -Dp*k**2 - ap - 1j*k*mu_p*field - recombination]])
    values = np.linalg.eigvals(matrix)
    return values[np.argmax(values.real)]


k_test = 2*np.pi/0.01
worst_linear = 0.0
for level in (1e-2, 1e-1, 1.0, 10.0, 100.0):
    n, p = n0 + level*donors, p0 + level*donors
    for field in (0.0, 10.0):
        for factor in (1.0, 1.3):        # 1.3 breaks the Einstein relation
            full = slow_rate(n, p, k_test, field, factor*D_n, D_p, 1/lifetime)
            Da = ambipolar_D(n, p, mu_n, mu_p, factor*D_n, D_p)
            predicted = (-1/lifetime - Da*k_test**2
                         - 1j*k_test*ambipolar_mu(n, p, mu_n, mu_p)*field)
            worst_linear = max(worst_linear, abs(full/predicted - 1))
assert worst_linear < 1e-3               # remaining error: finite Debye length

# Debye-length correction for a plasma with n = p
plasma = 1e17
debye_plasma = np.sqrt(eps*thermal_voltage/(q*2*plasma))
k_debye = 0.03/debye_plasma
D_ripple = -slow_rate(plasma, plasma, k_debye, 0.0, D_n, D_p, 0.0).real/k_debye**2
debye_shift = D_ripple/D_high - 1
debye_formula = -((D_n - D_p)/(D_n + D_p))**2*(k_debye*debye_plasma)**2
assert abs(debye_shift/debye_formula - 1) < 0.02

# ---- Nonlinear packets on a half-line with closed ends ----
cells, length, width, duration = 100, 1e-2, 1e-3, 5e-8
dx = length/cells
centres = (np.arange(cells) + 0.5)*dx
gaussian = np.exp(-centres**2/(2*width**2))


def divergence(flux):
    edge = np.zeros((1,) + flux.shape[1:], dtype=flux.dtype)
    return np.diff(np.concatenate([edge, flux, edge]), axis=0)/dx


def integrate(rates, start):
    step = 1e-20
    identity = np.eye(len(start))

    def jacobian(t, y):                  # complex-step derivative
        return rates(t, y[:, None] + 1j*step*identity).imag/step

    result = solve_ivp(rates, (0, duration), start, method="BDF",
                       jac=jacobian, rtol=1e-7, atol=1e-9, t_eval=[duration])
    assert result.success
    return result.y[:, -1]


def full_packet(peak, background):
    field_scale = thermal_voltage/width*peak/(peak + background + donors)

    def unpack(y):
        field = y[cells:]*field_scale
        holes = y[:cells]*peak
        electrons = holes - eps/q*divergence(field)
        return holes, electrons, field

    def flux_parts(y):
        holes, electrons, field = unpack(y)
        p = p0 + background + holes
        n = n0 + background + electrons
        p_face, n_face = (p[1:] + p[:-1])/2, (n[1:] + n[:-1])/2
        return (-D_p*np.diff(p, axis=0)/dx, mu_p*p_face*field,
                -D_n*np.diff(n, axis=0)/dx, -mu_n*n_face*field)

    def rates(t, y):
        p_diff, p_drift, n_diff, n_drift = flux_parts(y)
        hole_particle_flux = p_diff + p_drift
        field_rate = -q/eps*(hole_particle_flux - n_diff - n_drift)
        return np.concatenate([-divergence(hole_particle_flux)/peak,
                               field_rate/field_scale])

    final = integrate(rates, np.concatenate([gaussian, np.zeros(cells - 1)]))
    return unpack(final) + (flux_parts(final),)


def neutral_packet(peak, coefficient):
    def rates(t, y):
        face = peak*(y[1:] + y[:-1])/2
        return divergence(coefficient(face)*np.diff(y, axis=0)/dx)
    return peak*integrate(rates, gaussian)


def spreading_D(profile):
    def variance(f):
        return np.sum(centres**2*f)/np.sum(f)
    return (variance(profile) - variance(gaussian))/(2*duration)


low_peak, middle_peak, high_peak, high_background = 1e12, 3e15, 1e17, 1e17
low_holes, low_electrons, _, _ = full_packet(low_peak, 0.0)
mid_holes, mid_electrons, mid_field, _ = full_packet(middle_peak, 0.0)
high_holes, high_electrons, high_field, parts = full_packet(high_peak, high_background)
D_low_run, D_mid_run = spreading_D(low_holes), spreading_D(mid_holes)
D_high_run = spreading_D(high_holes)
D_high_electrons = spreading_D(high_electrons)
assert abs(D_low_run/D_p - 1) < 5e-3
assert abs(D_high_run/D_high - 1) < 5e-3      # finite injection remains
assert abs(D_high_electrons/D_high - 1) < 5e-3
assert D_p < D_mid_run < D_high

# The intermediate packet needs the density-dependent coefficient
neutral = neutral_packet(middle_peak, D_at)
constant = neutral_packet(middle_peak, lambda density: D_high)
error_neutral = np.max(abs(neutral - mid_holes))/np.max(mid_holes)
error_constant = np.max(abs(constant - mid_holes))/np.max(mid_holes)
assert error_neutral < 1e-3
assert error_constant > 10*error_neutral
imbalance = np.max(abs(mid_holes - mid_electrons))/np.max(mid_holes)
assert imbalance < 1e-3

# Internal field from the full solution against the zero-current formula
mid_face = (mid_holes[1:] + mid_holes[:-1])/2
dember = (-(D_n - D_p)*np.diff(mid_holes)/dx
          / (mu_n*(n0 + mid_face) + mu_p*(p0 + mid_face)))
field_error = np.max(abs(mid_field - dember))/np.max(mid_field)
assert field_error < 0.01
assert np.min(mid_field) > -1e-3*np.max(mid_field)

# Flux per unit density gradient at the steepest point of the high packet
slope = -np.diff(high_holes)/dx
steepest = np.argmax(slope)
p_diff, p_drift, n_diff, n_drift = [part[steepest]/slope[steepest] for part in parts]
assert p_drift > 0 > n_drift
assert abs((p_diff + p_drift)/D_high - 1) < 5e-3
assert abs((n_diff + n_drift)/D_high - 1) < 5e-3

level_one_percent = brentq(lambda r: D_at(r*donors)/D_high - 0.99, 1.0, 1000.0)
debye_doped = np.sqrt(eps*thermal_voltage/(q*(n0 + p0)))
relaxation = eps/(q*(mu_n*n0 + mu_p*p0))

print(f"temperature: {T:.0f} K; thermal voltage: {1000*thermal_voltage:.3f} mV")
print(f"mobilities mu_n, mu_p: {mu_n:.0f}, {mu_p:.0f} cm^2/(V s)")
print(f"D_n, D_p: {D_n:.3f}, {D_p:.3f} cm^2/s")
print(f"donor density: {donors:.1e} cm^-3; n_i: {n_i:.1e} cm^-3")
print(f"equilibrium hole density: {p0:.2e} cm^-3")
print(f"relative permittivity: {eps_r:.0f}; lifetime: {lifetime*1e6:.0f} us")
print(f"equilibrium Debye length: {debye_doped*1e4:.4f} um")
print(f"equilibrium dielectric relaxation time: {relaxation*1e12:.3f} ps")
print(f"high-injection limit of D_a: {D_high:.3f} cm^2/s")
print(f"arithmetic mean of D_n and D_p: {(D_n + D_p)/2:.3f} cm^2/s")
for level in (0.01, 0.1, 1.0, 10.0, 100.0):
    print(f"excess/donors {level:g}: D_a = {D_at(level*donors):.3f} cm^2/s")
print(f"excess/donors for D_a 1 % below limit: {level_one_percent:.2f}")
print(f"diffusion length, low injection: {np.sqrt(D_p*lifetime)*1e4:.1f} um")
print(f"diffusion length, high injection: {np.sqrt(D_high*lifetime)*1e4:.1f} um")
print(f"largest relative error of linear rates: {worst_linear:.1e}")
print(f"ripple test: n = p = {plasma:.1e} cm^-3, k*lambda = {k_debye*debye_plasma:.3f}")
print(f"Debye shift of D_a, full and formula: {debye_shift:.3e}, {debye_formula:.3e}")
print(f"packet initial width: {width*1e4:.0f} um; duration: {duration*1e9:.0f} ns")
print(f"low packet peak: {low_peak:.1e} cm^-3; spreading D: {D_low_run:.3f} cm^2/s")
print(f"middle packet peak: {middle_peak:.1e} cm^-3; spreading D: {D_mid_run:.3f} cm^2/s")
print(f"high packet peak and background: {high_peak:.1e}, {high_background:.1e} cm^-3")
print(f"high packet spreading D, holes: {D_high_run:.3f} cm^2/s")
print(f"high packet spreading D, electrons: {D_high_electrons:.3f} cm^2/s")
print(f"middle packet, error of ambipolar equation / peak: {error_neutral:.1e}")
print(f"middle packet, error with constant D_high / peak: {error_constant:.1e}")
print(f"middle packet, largest charge imbalance / peak: {imbalance:.1e}")
print(f"middle packet, largest internal field: {np.max(mid_field):.3f} V/cm")
print(f"middle packet, field formula error / largest field: {field_error:.1e}")
print("high packet, flux / (-density gradient) at steepest point:")
print(f"  holes: diffusion {p_diff:.3f}, drift {p_drift:.3f}, sum {p_diff+p_drift:.3f} cm^2/s")
print(f"  electrons: diffusion {n_diff:.3f}, drift {n_drift:.3f}, sum {n_diff+n_drift:.3f} cm^2/s")
print("OK")
```

Output:

```
temperature: 300 K; thermal voltage: 25.852 mV
mobilities mu_n, mu_p: 1200, 400 cm^2/(V s)
D_n, D_p: 31.022, 10.341 cm^2/s
donor density: 1.0e+15 cm^-3; n_i: 1.0e+10 cm^-3
equilibrium hole density: 1.00e+05 cm^-3
relative permittivity: 12; lifetime: 10 us
equilibrium Debye length: 0.1309 um
equilibrium dielectric relaxation time: 5.526 ps
high-injection limit of D_a: 15.511 cm^2/s
arithmetic mean of D_n and D_p: 20.682 cm^2/s
excess/donors 0.01: D_a = 10.409 cm^2/s
excess/donors 0.1: D_a = 10.949 cm^2/s
excess/donors 1: D_a = 13.295 cm^2/s
excess/donors 10: D_a = 15.150 cm^2/s
excess/donors 100: D_a = 15.473 cm^2/s
excess/donors for D_a 1 % below limit: 24.25
diffusion length, low injection: 101.7 um
diffusion length, high injection: 124.5 um
largest relative error of linear rates: 1.2e-05
ripple test: n = p = 1.0e+17 cm^-3, k*lambda = 0.030
Debye shift of D_a, full and formula: -2.249e-04, -2.250e-04
packet initial width: 10 um; duration: 50 ns
low packet peak: 1.0e+12 cm^-3; spreading D: 10.343 cm^2/s
middle packet peak: 3.0e+15 cm^-3; spreading D: 12.672 cm^2/s
high packet peak and background: 1.0e+17, 1.0e+17 cm^-3
high packet spreading D, holes: 15.480 cm^2/s
high packet spreading D, electrons: 15.480 cm^2/s
middle packet, error of ambipolar equation / peak: 2.4e-06
middle packet, error with constant D_high / peak: 3.5e-02
middle packet, largest charge imbalance / peak: 1.3e-05
middle packet, largest internal field: 5.973 V/cm
middle packet, field formula error / largest field: 7.6e-05
high packet, flux / (-density gradient) at steepest point:
  holes: diffusion 10.341, drift 5.142, sum 15.483 cm^2/s
  electrons: diffusion 31.022, drift -15.539, sum 15.483 cm^2/s
OK
```
